# Pressure derivative of silicon's bulk modulus from third-order elastic constants: a program that tests the result

```python
"""Pressure derivative of the bulk modulus of a cubic crystal.

Result under test, at zero pressure:
    K' = dK/dP = -(C111 + 6*C112 + 2*C123) / (9*K0)
C111, C112, C123: Brugger third-order constants, i.e. third derivatives
of the energy per reference volume with respect to Lagrangian strain.
K0: bulk modulus at zero pressure.  J = V/V0 = stretch**3.
eta = (stretch**2 - 1)/2 is the Lagrangian strain of a uniform stretch.
Elastic constants of the worked example are in GPa.
"""
from itertools import product

import mpmath as mp
import numpy as np
import sympy as sp
from scipy.optimize import brentq

mp.mp.dps = 40

C111, C112, C123 = -825, -451, -64
K0 = 98
TARGET = 4.2


def slope_formula(c111, c112, c123, bulk):
    return -(c111 + 6 * c112 + 2 * c123) / (9 * bulk)


def energy(J, c12=50, quartic=0, linear_strain=False):
    """Energy per reference volume from explicit sums over strain indices."""
    stretch = mp.cbrt(J)
    if linear_strain:
        strain = stretch - 1
    else:
        strain = (stretch**2 - 1) / 2
    c11 = 3 * K0 - 2 * c12
    e = [strain] * 3
    second = sum((c11 if i == j else c12) * e[i] * e[j]
                 for i, j in product(range(3), repeat=2))
    by_distinct = {1: C111, 2: C112, 3: C123}
    third = sum(by_distinct[len({i, j, k})] * e[i] * e[j] * e[k]
                for i, j, k in product(range(3), repeat=3))
    return second / 2 + third / 6 + quartic * strain**4


def volume_response(energy_function, J):
    """Pressure, bulk modulus and dK/dP from volume derivatives."""
    w1 = mp.diff(energy_function, J, 1)
    w2 = mp.diff(energy_function, J, 2)
    w3 = mp.diff(energy_function, J, 3)
    return -w1, J * w2, -1 - J * w3 / w2


# Test on the given constants, for two different shear stiffnesses.
K_prime = slope_formula(C111, C112, C123, K0)
for c12_choice in (0, 50):
    p, k, kp = volume_response(
        lambda J: energy(J, c12=c12_choice), mp.mpf(1))
    assert abs(p) < 1e-10
    assert abs(k - K0) < 1e-8
    assert abs(kp - K_prime) < 1e-8
K_prime_numeric = kp
assert abs(K_prime / TARGET - 1) < 0.02

# Using the linear stretch with Brugger constants shifts K' by one.
_, _, K_prime_wrong = volume_response(
    lambda J: energy(J, linear_strain=True), mp.mpf(1))
assert abs(K_prime_wrong - K_prime - 1) < 1e-8

# A fourth-order energy term must not change the initial slope.
QUARTIC = 10000
_, _, kp_quartic = volume_response(
    lambda J: energy(J, quartic=QUARTIC), mp.mpf(1))
assert abs(kp_quartic - K_prime) < 1e-8

# Closed expressions at finite strain against volume derivatives.
S = C111 + 6 * C112 + 2 * C123
states = []
for eta in (mp.mpf("-0.001"), mp.mpf("-0.01")):
    stretch = mp.sqrt(1 + 2 * eta)
    J = stretch**3
    bracket = 3 * K0 * eta + S * eta**2 / 2
    p_closed = -bracket / stretch
    k_closed = stretch * (K0 + S * eta / 3) - bracket / (3 * stretch)
    p, k, _ = volume_response(energy, J)
    assert abs(p - p_closed) < 1e-8
    assert abs(k - k_closed) < 1e-8
    states.append((eta, J, p, k, (k - K0) / p))
assert abs(states[0][4] - K_prime) < abs(states[1][4] - K_prime)
p_q, k_q, _ = volume_response(
    lambda J: energy(J, quartic=QUARTIC), states[1][1])
secant_q = (k_q - K0) / p_q
assert abs(secant_q - states[1][4]) > 0.1

# Independent crystal: bcc lattice with Morse pairs, in reduced units.
ALPHA = 4
s = sp.symbols("s", positive=True)  # squared pair distance
x = sp.exp(-ALPHA * (sp.sqrt(s) - 1))
pair = x**2 - 2 * x
g1, g2, g3 = [sp.lambdify(s, sp.diff(pair, s, n), "numpy")
              for n in (1, 2, 3)]
corners = np.array(list(product(range(-5, 6), repeat=3)), dtype=float)
sites = np.vstack([corners, corners + 0.5])
squared = np.sum(sites**2, axis=1)
sites = sites[(squared > 0.1) & (squared < 16.1)]
squared = np.sum(sites**2, axis=1)


def virial(a):
    s_values = a**2 * squared
    return np.sum(g1(s_values) * s_values)


a_eq = brentq(virial, 0.9, 1.3, xtol=1e-14, rtol=1e-14)
cell_volume = a_eq**3 / 2
s_eq = a_eq**2 * squared
X2 = (a_eq * sites)**2


def second_constant(i, j):
    return np.sum(4 * g2(s_eq) * X2[:, i] * X2[:, j]) / (2 * cell_volume)


def third_constant(i, j, k):
    product_x = X2[:, i] * X2[:, j] * X2[:, k]
    return np.sum(8 * g3(s_eq) * product_x) / (2 * cell_volume)


lattice_K = (second_constant(0, 0) + 2 * second_constant(0, 1)) / 3
lattice_C = [third_constant(0, 0, 0), third_constant(0, 0, 1),
             third_constant(0, 1, 2)]
lattice_formula = slope_formula(*lattice_C, lattice_K)
shell_values, shell_counts = np.unique(
    np.round(squared, 8), return_counts=True)


def lattice_energy(J):
    total = mp.mpf(0)
    for value, count in zip(shell_values, shell_counts):
        r = mp.mpf(a_eq) * mp.sqrt(mp.mpf(float(value))) * mp.cbrt(J)
        y = mp.exp(-ALPHA * (r - 1))
        total += int(count) * (y**2 - 2 * y)
    return total / (2 * mp.mpf(cell_volume))


p_lat, k_lat, kp_lat = volume_response(lattice_energy, mp.mpf(1))
assert lattice_K > 0
assert abs(p_lat) < 1e-9 * lattice_K
assert abs(k_lat / lattice_K - 1) < 1e-8
assert abs(kp_lat - lattice_formula) < 1e-7
# The case can detect wrong weights: constants are unequal and nonzero.
assert abs(lattice_C[0] - lattice_C[1]) > 0.01 * abs(lattice_C[0])
assert abs(lattice_C[1] - lattice_C[2]) > 0.01 * abs(lattice_C[1])
assert abs(lattice_C[2]) > 0.01 * abs(lattice_C[0])

print("Given constants")
print(f"C111 = {C111} GPa")
print(f"C112 = {C112} GPa")
print(f"C123 = {C123} GPa")
print(f"K0 = {K0} GPa")
print("Pressure derivative at P = 0")
print(f"6*C112 = {6 * C112} GPa")
print(f"2*C123 = {2 * C123} GPa")
print(f"S = C111 + 6*C112 + 2*C123 = {S} GPa")
print(f"9*K0 = {9 * K0} GPa")
print(f"part of K' from C111 = {-C111 / (9 * K0):.4f} (no unit)")
print(f"part of K' from C112 = {-6 * C112 / (9 * K0):.4f} (no unit)")
print(f"part of K' from C123 = {-2 * C123 / (9 * K0):.4f} (no unit)")
print(f"K' from formula = {K_prime:.4f} (no unit)")
print(f"K' from volume derivatives = {float(K_prime_numeric):.4f} (no unit)")
print(f"deviation from {TARGET} = {100 * (K_prime / TARGET - 1):.2f} percent")
print(f"K0 that would give {TARGET} = {-S / (9 * TARGET):.2f} GPa")
print(f"K' with linear stretch misused = {float(K_prime_wrong):.4f} (no unit)")
print("Finite compression, energy cut after third order")
for eta, J, p, k, secant in states:
    print(f"eta = {float(eta):.3f}: V/V0 = {float(J):.5f} (no unit)")
    print(f"  P = {float(p):.4f} GPa, K = {float(k):.4f} GPa")
    print(f"  secant slope (K-K0)/P = {float(secant):.4f} (no unit)")
print(f"Added energy term Q*eta^4 with Q = {QUARTIC} GPa, eta = -0.010")
print(f"  P = {float(p_q):.4f} GPa, K = {float(k_q):.4f} GPa")
print(f"  secant slope = {float(secant_q):.4f} (no unit)")
print(f"  K' at P = 0 = {float(kp_quartic):.4f} (no unit)")
print("Morse bcc test lattice, reduced units")
print(f"range parameter = {ALPHA}, lattice constant = {a_eq:.5f}")
print(f"K = {lattice_K:.4f}")
print(f"C111 = {lattice_C[0]:.3f}, C112 = {lattice_C[1]:.3f}")
print(f"C123 = {lattice_C[2]:.3f}")
print(f"K' from elastic constants = {lattice_formula:.6f} (no unit)")
print(f"K' from energy-volume curve = {float(kp_lat):.6f} (no unit)")
print("PASS")
```

It prints:

```
Given constants
C111 = -825 GPa
C112 = -451 GPa
C123 = -64 GPa
K0 = 98 GPa
Pressure derivative at P = 0
6*C112 = -2706 GPa
2*C123 = -128 GPa
S = C111 + 6*C112 + 2*C123 = -3659 GPa
9*K0 = 882 GPa
part of K' from C111 = 0.9354 (no unit)
part of K' from C112 = 3.0680 (no unit)
part of K' from C123 = 0.1451 (no unit)
K' from formula = 4.1485 (no unit)
K' from volume derivatives = 4.1485 (no unit)
deviation from 4.2 = -1.23 percent
K0 that would give 4.2 = 96.80 GPa
K' with linear stretch misused = 5.1485 (no unit)
Finite compression, energy cut after third order
eta = -0.001: V/V0 = 0.99700 (no unit)
  P = 0.2961 GPa, K = 99.2191 GPa
  secant slope (K-K0)/P = 4.1169 (no unit)
eta = -0.010: V/V0 = 0.97015 (no unit)
  P = 3.1547 GPa, K = 110.1407 GPa
  secant slope (K-K0)/P = 3.8485 (no unit)
Added energy term Q*eta^4 with Q = 10000 GPa, eta = -0.010
  P = 3.1681 GPa, K = 111.4651 GPa
  secant slope = 4.2502 (no unit)
  K' at P = 0 = 4.1485 (no unit)
Morse bcc test lattice, reduced units
range parameter = 4, lattice constant = 1.01238
K = 58.8246
C111 = -702.845, C112 = -213.516
C123 = -278.959
K' from elastic constants = 4.801204 (no unit)
K' from energy-volume curve = 4.801204 (no unit)
PASS
```
